\section*{Sampling Ion Entry into a Sheath: Flux-Weighted Against Density-Weighted Velocities}

\section{What scaling fixes, and what it leaves open}

Ions of mass $m$ cross a plane along its normal $z$. Just upstream, the ions moving toward the plane have normal velocities $v>0$ distributed as
\begin{equation}
f(v)=\sqrt{\frac{2}{\pi}}\,\frac1s\,\exp\left(-\frac{v^2}{2s^2}\right),\qquad s=\sqrt{T/m},
\label{eq:f}
\end{equation}
with $T$ in energy units and no drift. The only energy that can be formed from $m$ and $T$ is $T$ itself, so the mean normal energy must be $cT$, with $c$ a pure number. Scaling cannot supply $c$, which depends on how ions are counted. For a count with weight $v^k$, $k>-1$, integration by parts gives
\begin{equation}
\int_0^\infty v^{k+2}e^{-v^2/2s^2}dv
=\Big[-s^2v^{k+1}e^{-v^2/2s^2}\Big]_0^\infty+(k+1)s^2\int_0^\infty v^{k}e^{-v^2/2s^2}dv .
\end{equation}
The bracket vanishes at both ends. Hence $\langle v^2\rangle_k=(k+1)s^2$, and with $E=mv^2/2$,
\begin{equation}
\langle E\rangle_k=\frac{k+1}{2}\,T .
\label{eq:mean}
\end{equation}
Counting the ions present in a volume means $k=0$ and gives $T/2$. Counting the ions that cross the plane means $k=1$, as shown next, and gives $T$. An injection routine needs the second count.

The same integration with $k+2$ in place of $k$ gives $\langle v^4\rangle_k=(k+3)(k+1)s^4$. The energy variance is therefore $(k+1)(k+3)T^2/4-(k+1)^2T^2/4=(k+1)T^2/2$. The standard deviation is $T$ for crossing ions and $T/\sqrt2$ for ions in a volume.

This boundary condition describes effusion from an undrifted gas. A real sheath edge has a strong ion drift, treated in Section~\ref{sec:bohm}.

\section{The crossing law and its sampler}

Let the inward-moving ions have uniform density $n_+$ near the plane, and let forces and collisions be negligible during $dt$. An ion of speed $v$ crosses within $dt$ if it starts within a distance $v\,dt$. The number crossing per unit area with speed in $dv$ is thus $n_+f(v)\,v\,dt\,dv$. Since $\int_0^\infty v\,e^{-v^2/2s^2}dv=s^2$, the normalized law is
\begin{equation}
g(v)=\frac{v}{s^2}\exp\left(-\frac{v^2}{2s^2}\right).
\label{eq:g}
\end{equation}
With $dE=mv\,dv$, this becomes $g\,dv=\exp(-E/T)\,dE/T$: the normal energy is exponentially distributed. The fraction of ions with energy above $E$ is $\exp(-E/T)$. Setting it equal to a uniform variate $U$ in $(0,1]$ gives
\begin{equation}
E=-T\ln U,\qquad v=s\sqrt{-2\ln U}.
\label{eq:sampler}
\end{equation}
The factor $v$ does not involve the transverse components, which remain normal variates of standard deviation $s$ and carry $T/2$ each. The mean total energy is $2T$ for crossing ions, against $3T/2$ for density sampling.

For a flux $\Gamma$ through area $A$, one time step reads:
\begin{verbatim}
s = sqrt(T/m)                 # T in joules, m in kg
a = Gamma*A*dt/weight + carry # weight: ions per macroparticle
N = floor(a);  carry = a - N
repeat N times:
    U  = 1 - uniform[0,1)     # never zero
    vz = s*sqrt(-2*ln(U))
    vx = s*normal();  vy = s*normal()
    r  = uniform[0,1)         # fraction of step left
    z  = vz*r*dt
    store (z, vx, vy, vz)
\end{verbatim}
The variable \texttt{carry} keeps the long-term flux correct when $a$ is not an integer. A steady flux has uniformly distributed crossing times, hence the factor $r$. In a field giving acceleration $b$, this ballistic placement omits $b\,r\,dt$ in velocity and $b(r\,dt)^2/2$ in position; a partial push over $r\,dt$ supplies them.

\paragraph{Cost and stability.} The normal component costs one uniform variate, one logarithm and one square root, with no rejection, so the work is proportional to $N$. Draws are independent and no error is fed back, so the sampler sets no stability limit on $dt$; the particle mover and field solver do. If the smallest nonzero $U$ is $2^{-53}$, energies are cut off at $53\ln2\;T\approx37T$, beyond which the true fraction is $2^{-53}$.

\paragraph{Repairing density samples.} Draws from $f$ can be kept if each carries the weight $v$, because $vf\propto g$. The price is noise. In units $s=T=1$, the weighted mean energy of $N$ draws has, for large $N$, the variance
\begin{equation}
\frac{\langle v^2(v^2/2-1)^2\rangle_0}{N\langle v\rangle_0^2}
=\frac{15/4-3+1}{N\,(2/\pi)}=\frac{7\pi}{8N}\approx\frac{2.7}{N},
\end{equation}
where $\langle v^2\rangle_0=1$, $\langle v^4\rangle_0=3$, $\langle v^6\rangle_0=15$ and $\langle v\rangle_0=\sqrt{2/\pi}$. Direct flux sampling gives $1/N$.

\section{A test that does not assume the crossing law}

Equation~(\ref{eq:g}) can be tested by letting a gas cross the plane. Five million ions with a full Maxwellian, both signs of $v$ included, were spread uniformly over a depth $8st$ and moved freely for a time $t$. The expected number of crossings is $5\times10^6/(8\sqrt{2\pi})\approx249\,300$; the count was $248\,812$, about one Poisson standard deviation lower.

For $T=0.05$ eV the crossing ions had a mean normal energy of $0.0500$ eV. The sampler~(\ref{eq:sampler}), with as many draws, gave $0.0499\pm0.0001$ eV. Density sampling gave $0.0249$ eV, and the same draws weighted by $v$ gave $0.0499$ eV.

The whole distribution was compared through the largest separation between two empirical cumulative distributions. Against the real crossers it was $0.0033$ for flux sampling, below the limit of $0.0055$ that two samples of this size from one law exceed with a probability of about $0.1\,\%$. For density sampling it was $0.30$.

A mean of $N$ flux-sampled energies has standard error $T/\sqrt N$. The two candidates differ by $T/2$, so $N=100$ already separates them by five standard errors.

\paragraph{A misleading diagnostic.} The energy must be averaged over crossings. In a steady, field-free region an ion stays for a time proportional to $1/v$, so a snapshot of correctly injected ions shows $g/v\propto f$ and a mean of $T/2$. That value in a snapshot is correct; in a list of injected ions it is the error.

\section{Two further signatures of the wrong law}

\subsection{Entry angles}

Let $\theta$ be the angle from the normal. The upstream distribution is isotropic over the inward hemisphere, whose solid-angle element is proportional to $\sin\theta\,d\theta$. The crossing weight is the normal speed, proportional to $\cos\theta$. After normalization on $0\le\theta\le\pi/2$,
\begin{equation}
p_{\rm density}=\sin\theta,\qquad p_{\rm flux}=2\sin\theta\cos\theta=\sin2\theta .
\end{equation}
The mean angles are
\begin{align}
\int_0^{\pi/2}\theta\sin\theta\,d\theta&=\big[\sin\theta-\theta\cos\theta\big]_0^{\pi/2}=1\ \text{rad},\\
\int_0^{\pi/2}\theta\sin2\theta\,d\theta&=\Big[\tfrac14\sin2\theta-\tfrac12\theta\cos2\theta\Big]_0^{\pi/2}=\frac{\pi}{4}.
\end{align}
These are $57.3^\circ$ and $45^\circ$. The moving gas gave $57.26^\circ$ for inward ions in the volume and $44.96^\circ$ for crossers.

\subsection{A density that does not settle}

Inject at constant flux $\Gamma$ into an empty, field-free slab of depth $L$. After a time $t$, an ion of speed $v$ contributes for the shorter of $t$ and $L/v$. With $w=v/s$, $\tau=st/L$ and $p(w)$ the sampled law, the number in the slab per unit area is
\begin{equation}
N_{\rm slab}=\frac{\Gamma L}{s}\int_0^\infty p(w)\min(\tau,1/w)\,dw .
\end{equation}
For flux sampling $p=we^{-w^2/2}$. The integral tends to $\int_0^\infty e^{-w^2/2}dw=\sqrt{\pi/2}\approx1.2533$. At large finite $\tau$ it is lower by $\int_0^{1/\tau}(1/w-\tau)\,w\,dw=1/(2\tau)$.

For density sampling $p=\sqrt{2/\pi}\,e^{-w^2/2}$. The part $w<1/\tau$ contributes $\sqrt{2/\pi}$ at large $\tau$. In the rest, put $q=w^2/2$, so that $dw/w=dq/(2q)$, and set $a=1/(2\tau^2)$:
\begin{equation}
\int_{1/\tau}^\infty\frac{e^{-w^2/2}}{w}dw=\frac12\int_a^\infty\frac{e^{-q}}{q}dq
=\frac12\Big[-e^{-a}\ln a+\int_a^\infty e^{-q}\ln q\,dq\Big].
\end{equation}
As $a\to0$ the last integral tends to $-\gamma$, with $\gamma\approx0.577$ Euler's constant, and $-\ln a=2\ln\tau+\ln2$. Therefore
\begin{equation}
N_{\rm slab}\simeq\frac{\Gamma L}{s}\sqrt{\frac2\pi}\left[\ln\tau+1+\frac{\ln2-\gamma}{2}\right],
\end{equation}
which grows without limit. Every ion leaves after a time $L/v$, but so many slow ions are injected that the mean of $L/v$ is infinite. In units of $\Gamma L/s$, direct quadrature gives $4.52$ at $\tau=100$ and $8.19$ at $\tau=10^4$; flux sampling gives $1.248$ and $1.253$. A space charge that creeps upward near the injection plane at constant $\Gamma$ is thus a symptom to look for. An accelerating field removes slow ions and stops the growth at any finite depth.

\section{What survives at the wafer}

Let a static, collisionless sheath add energy $W$ to the normal motion. Each normal energy becomes $E+W$, so the mean at the wafer is $W+T$. As a test, 4000 ions spread evenly over the exponential energy law were integrated in time through the field of Eq.~(\ref{eq:child}) below, with $W=100$ eV. Their mean was $100.050$ eV, and no ion departed from $E+W$ by more than $9\times10^{-5}$ eV.

The transverse velocity is unchanged, with $\langle v_\perp^2\rangle=2T/m$ independent of $E$. With $y=E/T$ and $x=W/T$,
\begin{equation}
\langle\tan^2\theta\rangle=\frac{2T}{m}\left\langle\frac{1}{2(E+W)/m}\right\rangle=\left\langle\frac1{y+x}\right\rangle .
\end{equation}
For flux sampling $y$ has the law $e^{-y}$, and the substitution $q=y+x$ gives
\begin{equation}
\langle\tan^2\theta\rangle_{\rm flux}=e^x\int_x^\infty\frac{e^{-q}}{q}\,dq=e^xE_1(x).
\end{equation}
For density sampling $y$ has the law $e^{-y}/\sqrt{\pi y}$. Write $1/(y+x)=\int_0^\infty e^{-(y+x)r}dr$, integrate over $y$, then put $1+r=p^2/x$:
\begin{equation}
\langle\tan^2\theta\rangle_{\rm density}=\int_0^\infty\frac{e^{-xr}}{\sqrt{1+r}}\,dr
=\frac{2e^x}{\sqrt x}\int_{\sqrt x}^\infty e^{-p^2}dp=\sqrt{\frac{\pi}{x}}\,e^x\,\mathrm{erfc}\sqrt x .
\end{equation}
For $x\gg1$, expanding $1/(x+y)\simeq1/x-y/x^2$ gives $1/x-1/x^2$ and $1/x-1/(2x^2)$. The relative difference is $1/(2x)$, half of that in the angle.

Define a characteristic angle as $\arctan\sqrt{\langle\tan^2\theta\rangle}$. At $x=1$ it is $37.7^\circ$ for flux sampling and $41.0^\circ$ for density sampling. At $x=100/0.05=2000$ both give $1.28^\circ$. The mean wafer energy is then wrong by $0.025$ eV in $100$ eV. Agreement at the wafer under high bias therefore does not validate the injector. For large $x$, evaluate $e^xE_1(x)$ and $e^x\mathrm{erfc}\sqrt x$ as scaled functions, since the separate factors overflow and underflow.

\section{Why the sheath edge needs a drift}
\label{sec:bohm}

Let $\psi$ be the energy gained by an ion from the plane to some depth, and $q=\psi/T$. Flux conservation multiplies the density of each velocity class by $v/\sqrt{v^2+2\psi/m}$. With $w=v/s$ and $p^2=w^2+2q$,
\begin{equation}
\frac{n_i}{n_+}=\sqrt{\frac2\pi}\int_0^\infty\frac{w\,e^{-w^2/2}}{\sqrt{w^2+2q}}\,dw
=\sqrt{\frac2\pi}\,e^q\int_{\sqrt{2q}}^\infty e^{-p^2/2}dp=e^q\,\mathrm{erfc}\sqrt q\simeq1-2\sqrt{q/\pi}.
\end{equation}
Boltzmann electrons of temperature $T_e$ fall as $1-\psi/T_e$, linearly in $\psi$. If the plane is neutral and nearly field-free, and all ions there move inward, the ion density drops below the electron density at small $\psi$, and a positive sheath cannot start. An undrifted half-Maxwellian thus cannot hold at the edge of such a sheath. Moving the plane upstream does not by itself remove the difficulty. The same argument applies at any neutral, nearly field-free plane that only inward-moving ions cross. The simplest remedy is to inject ions that already have a drift.

For ions all of speed $u$ the density is $(1+2\psi/mu^2)^{-1/2}\simeq1-\psi/(mu^2)$. It stays above the electron density if $mu^2\ge T_e$, which is the Bohm condition. As an estimate, take a Maxwellian of temperature $T$ drifting at $u=\sqrt{T_e/m}$. For $T\ll T_e$ its thermal spread raises the required $mu^2$ by about $3T$, which is neglected here. For $u\gg s$ the ions with $v<0$ are negligible, so $\langle v\rangle=u$, $\langle v^2\rangle=u^2+s^2$ and $\langle v^3\rangle=u^3+3us^2$. Then
\begin{equation}
\langle E\rangle_{\rm density}=\frac{mu^2}{2}+\frac T2,\qquad
\langle E\rangle_{\rm flux}=\frac m2\frac{\langle v^3\rangle}{\langle v\rangle}=\frac{mu^2}{2}+\frac{3T}{2}.
\end{equation}
The gap is now $T$ rather than $T/2$, but it sits on a larger energy. To sample this case, draw $v=u+s\times$normal, discard $v\le0$, and weight by $v$.

\section{An argon etch plasma}

The example takes rough typical values for argon ions in a low-pressure inductively coupled etch plasma: $T=0.05$ eV ($580$ K), $T_e=3$ eV, sheath-edge density $n=3\times10^{10}$ cm$^{-3}$, $5$ mTorr of gas at $500$ K, and a $100$ V sheath drop. Reactors vary widely about these numbers, the sheath drop especially, since it is set by the bias.

The assumption that fails most clearly is the absence of drift. Here $u/s=\sqrt{3/0.05}\approx7.7$, and the flux-weighted mean entry energy is $1.575$ eV instead of $0.05$ eV; density weighting would give $1.525$ eV. Both values assume the drifting Maxwellian of Section~\ref{sec:bohm}; ionization and charge exchange in the presheath broaden the real distribution. At equal total density, the flux $nu$ is $19$ times the one-way flux $ns/\sqrt{2\pi}$ of a full Maxwellian, so $\Gamma$ at a sheath edge must not be set from $T$. The wafer angle hardly moves, from $1.28^\circ$ to $1.27^\circ$. For $W\gg T$ it is about $\sqrt{T/W}$ in radians, so an error in the transverse temperature matters more.

Collisions require the sheath thickness $d$. Neglect electrons, entry speed and edge field. Poisson's equation is then $\psi''=(eJ/\epsilon_0)\sqrt{m/2\psi}$, with $J=enu$. Inserting $\psi=W(z/d)^{4/3}$ makes both sides proportional to $z^{-2/3}$ and gives
\begin{equation}
\frac{4W}{9d^2}=\frac{eJ}{\epsilon_0}\sqrt{\frac{m}{2W}}
\quad\Longrightarrow\quad d^2=\frac{4\epsilon_0W}{9eJ}\sqrt{\frac{2W}{m}} .
\label{eq:child}
\end{equation}
This yields $d=0.82$ mm. It is a low estimate. The neglected electrons reduce the net charge near the edge, and the neglected entry speed lowers the ion density there at given flux; both thicken the sheath. The neglected edge field acts the other way, but if it is weak it offsets only part of this. With Boltzmann electrons and cold ions entering at speed $u$, Poisson's equation gives about $1.0$ mm for an edge field $T_e/(e\lambda_D)$, where $\lambda_D=74$ $\mu$m is the Debye length, and about $1.6$ mm for a field twenty times weaker. A charge-exchange cross-section of $10^{-14}$ cm$^2$, deliberately taken high, gives a mean free path of about $10$ mm, so a fraction of roughly $1-\exp(-0.82/10)\approx8\,\%$ of ions would exchange charge over this thickness. With about $4\times10^{-15}$ cm$^2$, more typical of argon ions at $10$ to $100$ eV, the fraction is about $3\,\%$. Either fraction grows with the sheath thickness; at $1.6$ mm they are about $14\,\%$ and $6\,\%$. Each exchange leaves a slow new ion that gains only the rest of the drop.

Radio-frequency modulation spreads the energy further. For ions entering with the undrifted law, the mean transit time of $99$ ns is $1.3$ periods at $13.56$ MHz; the drift would shorten it. An assumed $10\,\%$ ripple of the drop, at fixed thickness and field shape, gives these ions a standard deviation of $2.9$ eV at the wafer, against $0.05$ eV in the static sheath. This spread depends on the assumed $d$, falling to about $2$ eV for drifting ions at $d=1.3$ mm. A sheath driven directly by rf bias is modulated far more than $10\,\%$, and a $50\,\%$ ripple in the same model gives about $14$ eV. The sampling error is $0.025$ eV for the undrifted law and $0.05$ eV with the drift, at most a few percent of these spreads, and is easily missed at the wafer. It is best caught at the injection plane, where, for the undrifted law, it is half of the correct mean. The computed values are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Ion temperature T: 0.050 eV
Ion temperature T in kelvin: 580 K
Electron temperature: 3.0 eV
Sheath drop: 100 V
Sheath-edge ion density: 3.0e+10 cm^-3
Gas pressure: 5.0 mTorr
Gas temperature: 500 K
Ion mass: 39.95 u
Thermal speed s: 347.5 m/s
Ions in gas test: 5000000
Ions that crossed: 248812
Mean normal energy, real crossers: 0.04997 eV
Mean normal energy, flux sampler: 0.04991 eV
Standard error, flux sampler: 0.00010 eV
Mean normal energy, density sampler: 0.02494 eV
Density samples weighted by v: 0.04988 eV
Quadrature mean, flux law: 0.05000 eV
Quadrature mean, density law: 0.02500 eV
Energy std, flux law: 0.05000 eV
Energy std, density law: 0.03536 eV
Mean total energy, crossers: 0.09977 eV
Mean total energy, density: 0.07474 eV
KS distance to crossers, flux sampler: 0.0033
KS distance to crossers, density sampler: 0.3044
KS acceptance limit: 0.0055
Mean entry angle, crossers: 44.96 deg
Mean entry angle, density: 57.26 deg
Slab filling at st/L=100, flux: 1.2483 Gamma L/s
Slab filling at st/L=100, density: 4.5185 Gamma L/s
Slab filling at st/L=10000, flux: 1.2533 Gamma L/s
Slab filling at st/L=10000, density: 8.1929 Gamma L/s
Wafer rms-tangent angle at x=1, flux: 37.6766 deg
Wafer rms-tangent angle at x=1, density: 41.0415 deg
Wafer rms-tangent angle at x=2000, flux: 1.2806 deg
Wafer rms-tangent angle at x=2000, density: 1.2808 deg
Mean normal energy at wafer, static sheath: 100.0500 eV
Largest energy-shift error of integration: 8.9e-05 eV
Bohm drift energy: 1.500 eV
Drifting ions, flux mean energy: 1.5750 eV
Drifting ions, density mean energy: 1.5250 eV
Wafer rms-tangent angle with drift: 1.2710 deg
Bohm flux / half-Maxwellian flux of full Maxwellian: 19.42
Bohm integral, ions below 0.1 s removed (limit 1): 421
Child-law sheath thickness: 0.818 mm
Rough charge-exchange cross-section: 1e-14 cm^2
Charge-exchange mean free path: 10.36 mm
Charge-exchange chance in sheath: 7.6 %
Radio frequency: 13.56 MHz
Mean sheath transit time: 98.8 ns
Transit time in rf periods: 1.34
Assumed ripple of drop: 10 %
Wafer energy std, static sheath: 0.0499 eV
Wafer energy std, with ripple: 2.90 eV
\end{verbatim}
